# Outer-Ring Saddles in Vacancy-Mediated Donor Transport on the Diamond Lattice: test program

```python
# Vacancy-mediated donor transport on the diamond lattice.
# Result under test: repeated pair migration and donor drag need lowered saddles
# on the outer ring bonds (second to third neighbour of the donor).
#   M = 3G/H                       ring passages per encounter
#   D = a^2 w0 cV/8 * gx*K/(2gx+K) donor diffusion coefficient
#   L_dv/L_dd = 1 - 2J/K           drag ratio (positive: donor follows vacancy)
# G: reduced conductance between two first neighbours; H: from one to infinity;
# K = H+4G; J: current drawn by grounded first neighbours from a uniform field;
# gx: exchange conductance; a: cubic lattice constant; w0: free hop rate;
# cV: free-vacancy site fraction. Integer coordinates are in units of a/4.
# Wells and saddle lowerings inside functions are in units of kT.
import numpy as np
from types import SimpleNamespace
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.csgraph import connected_components
from scipy.sparse.linalg import splu

BONDS = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]])


def make_lattice(size, periodic):
    """Periodic cube of edge size*a, or ball of radius size*a, donor at origin."""
    half = 2 * size if periodic else 4 * size + 2
    axis = np.arange(-half, half if periodic else half + 1)
    p = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
    even = (p % 2 == 0).all(axis=1) & (p.sum(axis=1) % 4 == 0)
    odd = (p % 2 == 1).all(axis=1) & (p.sum(axis=1) % 4 == 3)
    p = p[even | odd]
    if not periodic:
        p = p[(p**2).sum(axis=1) < half**2]
    index = {tuple(q): i for i, q in enumerate(p.tolist())}
    sign = np.where(p[:, 0] % 2 == 0, 1, -1)
    step = sign[:, None, None] * BONDS[None, :, :]
    target = p[:, None, :] + step
    if periodic:
        target = (target + half) % (2 * half) - half
    nbr = np.array([index.get(tuple(q), -1)
                    for q in target.reshape(-1, 3).tolist()]).reshape(-1, 4)
    r2 = (p**2).sum(axis=1)
    shell = np.select([r2 == 3, r2 == 8, r2 == 11], [1, 2, 3], 0)
    origin = index[(0, 0, 0)]
    free = (shell != 1) & (r2 > 0)
    radius = None
    if not periodic:
        free &= r2 < (4 * size)**2
        touched = np.unique(nbr[free])
        rim = touched[r2[touched] >= (4 * size)**2]
        radius = np.sqrt(r2[rim]).mean() / 4
    return SimpleNamespace(p=p, nbr=nbr, step=step, shell=shell, free=free,
                           origin=origin, radius=radius, node=index[(1, 1, 1)])


def conductances(lat, saddle):
    g = np.exp(saddle[lat.shell[:, None], lat.shell[lat.nbr]])
    g[(lat.nbr < 0) | (lat.nbr == lat.origin)] = 0
    g[lat.origin] = 0
    return g


def response(lat, saddle):
    """Return K, J, H, M from the vacancy network with the donor held fixed."""
    g = conductances(lat, saddle)
    n = len(lat.p)
    rows = np.where(lat.free)[0]
    number = np.full(n, -1)
    number[rows] = np.arange(len(rows))
    u = np.zeros((n, 3))              # columns: dipole, uniform, external field
    near = lat.shell == 1
    u[near, 0] = lat.p[near, 0]
    u[near, 1] = 1
    u[near, 2] = lat.p[near, 0]
    gr, nr = g[rows], lat.nbr[rows]
    rhs = (gr[:, :, None] * u[nr]).sum(axis=1)
    rhs[:, 2] -= (gr * lat.step[rows, :, 0]).sum(axis=1)
    col = number[nr]
    inside = col >= 0
    ri = np.repeat(np.arange(len(rows)), 4).reshape(-1, 4)
    diag = np.arange(len(rows))
    matrix = coo_matrix((np.r_[gr.sum(axis=1), -gr[inside]],
                         (np.r_[diag, ri[inside]], np.r_[diag, col[inside]])),
                        shape=(len(rows), len(rows))).tocsc()
    solver = splu(matrix, permc_spec="MMD_AT_PLUS_A", diag_pivot_thresh=0.0,
                  options={"SymmetricMode": True})
    u[rows] = solver.solve(rhs)
    s = lat.node
    drop = u[s] - u[lat.nbr[s]]
    drop[:, 2] += lat.step[s, :, 0]
    K, H, J = (g[s][:, None] * drop).sum(axis=0)
    M = None
    if lat.radius is not None:
        # add the continuum resistance from the ball surface to infinity
        H = 1 / (1 / H + 1 / (np.pi * lat.radius))
        M = 3 * (K - H) / (4 * H)
    return SimpleNamespace(K=K, J=J, H=H, M=M, drag=1 - 2 * J / K)


def upper_rule(wells):
    return np.minimum.outer(wells, wells)


def mean_rule(wells):
    return np.add.outer(wells, wells) / 2


def mobility(K, exchange):
    gx = np.exp(exchange)
    return gx * K / (2 * gx + K)


def wave_decay(lat, wells, saddle, exchange, alpha, beta, k=0.01):
    """Decay rate / k^2 of exp[i k x.(alpha R_donor + beta R_vacancy)]."""
    g = conductances(lat, saddle)
    n = len(lat.p)
    weight = np.exp(wells[lat.shell])
    gen = np.zeros((2, n, 2, n), complex)
    i = np.arange(n)
    near = np.where(lat.shell == 1)[0]
    rate_x = np.exp(exchange) / weight[near]
    for c, sign in ((0, 1), (1, -1)):     # the two donor sublattices
        for m in range(4):
            j = lat.nbr[:, m]
            phase = np.exp(1j * k * sign * beta * lat.step[:, m, 0] / 4)
            gen[c, i, c, j] -= g[:, m] / np.sqrt(weight * weight[j]) * phase
            gen[c, i, c, i] += g[:, m] / weight
        gen[c, near, c, near] += rate_x
        phase = np.exp(1j * k * sign * (alpha - beta) * lat.p[near, 0] / 4)
        gen[c, near, 1 - c, near] -= rate_x * phase
    keep = np.tile(i != lat.origin, 2)
    gen = gen.reshape(2 * n, 2 * n)[np.ix_(keep, keep)]
    return np.linalg.eigvalsh(gen)[0] / k**2


def ring_hitting(lat, wells, saddle):
    """Ring passages from hop probabilities; leaving shells 1-3 is a loss."""
    start = lat.node
    unknown = [i for i in np.where(lat.shell > 0)[0]
               if lat.shell[i] > 1 or i == start]
    place = {i: q for q, i in enumerate(unknown)}
    A, rhs = np.eye(len(unknown)), np.zeros(len(unknown))
    for i in unknown:
        hops = [(j, np.exp(saddle[lat.shell[i], lat.shell[j]]
                           - wells[lat.shell[i]]))
                for j in lat.nbr[i] if j != lat.origin]
        total = sum(rate for _, rate in hops)
        for j, rate in hops:
            if j in place:
                A[place[i], place[j]] -= rate / total
            elif lat.shell[j] == 1:
                rhs[place[i]] += rate / total
    q = np.linalg.solve(A, rhs)[place[start]]
    return q / (1 - q)


def ring_formula(g12, gamma):
    x = gamma**2 / (2 * (gamma + 1))
    B = 2 * gamma + 1
    return 2 * x * g12 / ((g12 + B - x) * (B - 4 * x))


# Model parameters in hartree
kT, b1, b2, lower_x = 0.004, 0.040, 0.030, 0.030
b3_values = [0.0, 0.004, 0.008, 0.012, 0.016]
hartree_eV = constants.physical_constants["Hartree energy in eV"][0]
hartree_J = constants.physical_constants["Hartree energy"][0]
exchange = lower_x / kT


def model_wells(b3):
    return np.array([0.0, b1, b2, b3]) / kT


ball = make_lattice(6, False)
torus = make_lattice(2, True)

# Geometry: which shells connect the four first neighbours without the donor?
components = []
for top in (2, 3):
    chosen = np.where((ball.shell > 0) & (ball.shell <= top))[0]
    inside = np.isin(ball.nbr[chosen], chosen)
    r, c = np.where(inside)
    graph = coo_matrix((np.ones(len(r)), (chosen[r], ball.nbr[chosen[r], c])),
                       shape=(len(ball.p),) * 2).tocsr()[chosen][:, chosen]
    components.append(connected_components(graph, directed=False)[0])
assert components == [4, 1]
counts = [int((ball.shell == s).sum()) for s in (1, 2, 3)]
assert counts == [4, 12, 12]

# Closed ring formula against hitting probabilities from real hop rates
ring_error = 0.0
for b3 in b3_values:
    w = model_wells(b3)
    direct = ring_hitting(ball, w, upper_rule(w))
    closed = ring_formula(np.exp(min(w[1], w[2])), np.exp(min(w[2], w[3])))
    ring_error = max(ring_error, abs(direct / closed - 1))
    gamma = np.exp(w[3])
    assert direct < gamma**2 / (3 * gamma + 1)
assert ring_error < 1e-8

# Diffusion and drag formulas against the two-particle generator, same cell
wave_error_D = wave_error_drag = 0.0
for wells, ex in ((np.zeros(4), 0.0), (np.array([0, 4., 3., 1.]), 2.0),
                  (np.array([0, 5., 4., 3.]), 4.0)):
    S = upper_rule(wells)
    cell = response(torus, S)
    Z = np.exp(wells[torus.shell]).sum() - 1
    D_wave = wave_decay(torus, wells, S, ex, 1, 0)
    cross = (wave_decay(torus, wells, S, ex, 1, 1)
             - wave_decay(torus, wells, S, ex, 1, -1)) / 4
    D_formula = mobility(cell.K, ex) / (8 * Z)
    wave_error_D = max(wave_error_D, abs(D_wave / D_formula - 1))
    wave_error_drag = max(wave_error_drag, abs(cross / D_wave - cell.drag))
assert wave_error_D < 1e-3 and wave_error_drag < 3e-3   # finite wave number

# Deepen only the third-neighbour well, leaving every saddle unchanged
deeper = wells + np.array([0, 0, 0, 2.0])
Z_deeper = np.exp(deeper[torus.shell]).sum() - 1
D_deeper = wave_decay(torus, deeper, S, ex, 1, 0)
well_change = abs(D_deeper * Z_deeper / (D_wave * Z) - 1)
assert well_change < 1e-3

# Uniform infinite lattice: correlation factor one half, drag ratio minus two
uniform = response(ball, np.zeros((4, 4)))
f_uniform = mobility(uniform.K, 0.0)
assert abs(f_uniform - 0.5) < 0.003
assert abs(uniform.drag + 2) < 0.02

# Inner binding alone saturates; outer saddle lowering does not
saturation = [response(ball, upper_rule(np.array([0, x, x, 0.])))
              for x in (5., 10., 14.)]
assert abs(saturation[2].M / saturation[1].M - 1) < 0.01
assert saturation[2].drag < 0
deep = response(ball, upper_rule(np.array([0, 16., 16., 8.])))
deep_ratio = deep.K / (4 * np.exp(8.))
assert abs(deep_ratio - 1) < 0.005

# Worked example on the full lattice
results = [response(ball, upper_rule(model_wells(b3))) for b3 in b3_values]
assert all(q.M > p.M for p, q in zip(results, results[1:]))
assert results[0].drag < 0 < results[-1].drag
assert deep.J < 1.5 * results[-1].J
assert deep.drag > 0.99
large = response(make_lattice(8, False), upper_rule(model_wells(b3_values[-1])))
size_change = max(abs(getattr(large, q) / getattr(results[-1], q) - 1)
                  for q in ("K", "J", "M"))
assert size_change < 0.02
threshold = brentq(lambda b: response(ball, upper_rule(model_wells(b))).drag,
                   0.0, b3_values[-1], xtol=1e-6)

# Mean-of-wells saddle rule: no well at the third neighbour
mean_case = response(ball, mean_rule(model_wells(0.0)))
assert mean_case.M > 5 * results[0].M

# Nondegenerate electrons: negative/neutral vacancy ratio follows n


def electron_density(eta):
    return quad(lambda e: np.sqrt(e) / (np.exp(e - eta) + 1), 0, 50,
                epsabs=1e-12, epsrel=1e-10, limit=200)[0]


shift = np.log(10.0)
n_ratio = electron_density(-8 + shift) / electron_density(-8)
assert abs(n_ratio / np.exp(shift) - 1) < 2e-3

population = 1e-3      # chosen negative/neutral free-vacancy ratio at n = n_i
l0 = f_uniform
l1 = mobility(results[-1].K, exchange)
c0, c1 = l0 * uniform.drag, l1 * results[-1].drag
reversal = -c0 / (population * c1)

print(f"kT = {kT:.4f} hartree; temperature = "
      f"{kT * hartree_J / constants.k:.0f} K")
print(f"b1, b2, exchange-saddle lowering = {b1:.3f}, {b2:.3f}, "
      f"{lower_x:.3f} hartree")
print("sites in shells 1, 2, 3 =", *counts)
print("components: shells 1-2, shells 1-3 =", *components)
print(f"largest relative error, ring formula = {ring_error:.1e}")
print(f"largest relative error, diffusion formula = {wave_error_D:.1e}")
print(f"largest absolute error, drag ratio = {wave_error_drag:.1e}")
print(f"relative change on deepening third well only = {well_change:.1e}")
print(f"uniform lattice: K = {uniform.K:.3f}, J = {uniform.J:.3f}")
print(f"uniform lattice: f = {f_uniform:.3f}, drag ratio = {uniform.drag:.3f}")
print("Inner binding only, outer saddles free (dimensionless):")
for x, res in zip((5, 10, 14), saturation):
    print(f" inner lowering/kT = {x}: M = {res.M:.3f}, K = {res.K:.2f}, "
          f"drag = {res.drag:.2f}")
print("Upper-end saddle rule; b3 in hartree, rest dimensionless:")
for b3, res in zip(b3_values, results):
    w = model_wells(b3)
    gamma = np.exp(min(w[2], w[3]))
    print(f" b3 = {b3:.3f}: gamma = {gamma:.2f}, "
          f"M ring model = {ring_formula(np.exp(w[2]), gamma):.3f}")
    print(f"   M lattice = {res.M:.2f}, K = {res.K:.2f}, J = {res.J:.2f}")
    print(f"   D/D_self = {mobility(res.K, exchange) / f_uniform:.1f}, "
          f"drag ratio = {res.drag:.2f}")
print(f"drag begins at b3 = {threshold:.5f} hartree "
      f"= {threshold * hartree_eV:.3f} eV")
print(f"outer lowering 8 kT: K/(4 gamma) = {deep_ratio:.4f}, "
      f"J = {deep.J:.2f}, drag = {deep.drag:.4f}")
print(f"relative change, ball radius 6a to 8a = {size_change:.1e}")
print(f"mean-of-wells rule, b3 = 0: M = {mean_case.M:.2f}, "
      f"drag = {mean_case.drag:.2f}")
print(f"negative/neutral population at n = n_i: {population:.3f}")
print("Mixed charge states, D relative to its value at n = n_i:")
for ratio in (1, 10, 100):
    total = l0 + population * ratio * l1
    cross_total = c0 + population * ratio * c1
    print(f" n/n_i = {ratio}: D ratio = {total / (l0 + population * l1):.2f}, "
          f"drag ratio = {cross_total / total:.2f}")
print(f"donor flux reverses at n/n_i = {reversal:.1f}")
print("OK")
```

It prints:

```
kT = 0.0040 hartree; temperature = 1263 K
b1, b2, exchange-saddle lowering = 0.040, 0.030, 0.030 hartree
sites in shells 1, 2, 3 = 4 12 12
components: shells 1-2, shells 1-3 = 4 1
largest relative error, ring formula = 6.1e-14
largest relative error, diffusion formula = 4.6e-07
largest absolute error, drag ratio = 5.1e-05
relative change on deepening third well only = 1.3e-07
uniform lattice: K = 2.001, J = 3.001
uniform lattice: f = 0.500, drag ratio = -2.000
Inner binding only, outer saddles free (dimensionless):
 inner lowering/kT = 5: M = 1.357, K = 6.09, drag = -1.65
 inner lowering/kT = 10: M = 1.376, K = 6.17, drag = -1.64
 inner lowering/kT = 14: M = 1.376, K = 6.17, drag = -1.64
Upper-end saddle rule; b3 in hartree, rest dimensionless:
 b3 = 0.000: gamma = 1.00, M ring model = 0.250
   M lattice = 1.37, K = 6.17, J = 8.15
   D/D_self = 6.2, drag ratio = -1.65
 b3 = 0.004: gamma = 2.72, M ring model = 0.805
   M lattice = 3.46, K = 13.14, J = 8.83
   D/D_self = 13.1, drag ratio = -0.34
 b3 = 0.008: gamma = 7.39, M ring model = 2.340
   M lattice = 9.07, K = 31.72, J = 9.16
   D/D_self = 31.4, drag ratio = 0.42
 b3 = 0.012: gamma = 20.09, M ring model = 6.473
   M lattice = 24.09, K = 81.36, J = 9.25
   D/D_self = 79.6, drag ratio = 0.77
 b3 = 0.016: gamma = 54.60, M ring model = 17.291
   M lattice = 63.38, K = 211.17, J = 9.15
   D/D_self = 199.5, drag ratio = 0.91
drag begins at b3 = 0.00547 hartree = 0.149 eV
outer lowering 8 kT: K/(4 gamma) = 0.9997, J = 9.44, drag = 0.9984
relative change, ball radius 6a to 8a = 1.2e-03
mean-of-wells rule, b3 = 0: M = 42.26, drag = 0.83
negative/neutral population at n = n_i: 0.001
Mixed charge states, D relative to its value at n = n_i:
 n/n_i = 1: D ratio = 1.00, drag ratio = -1.52
 n/n_i = 10: D ratio = 2.50, drag ratio = -0.06
 n/n_i = 100: D ratio = 17.46, drag ratio = 0.77
donor flux reverses at n/n_i = 11.0
OK
```
